# Resistivity of a granular film from the Mayadas-Shatzkes formula: verification in Python

```python
# Result under test: the Mayadas-Shatzkes grain-boundary formula
#   rho0/rho = 1 - 3a/2 + 3a^2 - 3a^3 ln(1+1/a),  a = (lambda/D) R/(1-R),
# gives a resistivity rise of about 16 percent for lambda=5 nm, D=20 nm, R=0.3.
# rho0: intragrain resistivity, rho: film resistivity, lambda: mean free path,
# D: grain size, R: customary (effective) boundary reflection parameter.
# r: literal reflection probability of one plane at normal incidence,
# q = r/(1-r); mu: cosine between electron velocity and current direction.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def conductivity_ratio(a):
    return 1 - 1.5*a + 3*a**2 - 3*a**3*np.log(1 + 1/a)


def half_range_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1)/2, w/2


def boltzmann_ratio(a, n=80):
    """Solve the kinetic equation with exchange mu <-> -mu at rate F."""
    m, w = half_range_nodes(n)
    mu = np.concatenate([m, -m])
    weights = np.concatenate([w, w])
    exchange = a/(2*np.abs(mu))          # F*tau
    swap = np.roll(np.eye(2*n), n, axis=1)
    collision = np.diag(1 + exchange) - exchange[:, None]*swap
    deviation = np.linalg.solve(collision, mu)
    return 1.5*np.sum(weights*mu*deviation)


def thin_barrier_odds(strength, k, width=1e-5):
    """Reflection/transmission odds by wave matching, hbar = m = 1."""
    kap = np.sqrt(complex(2*strength/width - k*k))
    ep, em = np.exp(kap*width), np.exp(-kap*width)
    ew = np.exp(1j*k*width)
    matrix = np.array([[1, -1, -1, 0],
                       [-1j*k, -kap, kap, 0],
                       [0, ep, em, -ew],
                       [0, kap*ep, -kap*em, -1j*k*ew]], dtype=complex)
    amp = np.linalg.solve(matrix, np.array([-1, -1j*k, 0, 0], dtype=complex))
    return abs(amp[0])**2/abs(amp[3])**2


def chain_ratio(mfp, grain, r, grains=3, steps=4000):
    """One-dimensional resistance ratio by composing scatterers in series."""
    def append(total, single):
        return total*single/(1 - (1 - total)*(1 - single))
    slab = 1 - grain/steps/(2*mfp)       # half of all collisions turn back
    with_planes, without = 1.0, 1.0
    for _ in range(grains):
        for _ in range(steps):
            with_planes = append(with_planes, slab)
            without = append(without, slab)
        with_planes = append(with_planes, 1 - r)
    return (1/with_planes - 1)/(1/without - 1)


def planar_ratio(mfp, grain, q, n=40):
    """rho/rho0 for periodic planes with a self-consistent local potential.
    Solves mu dg/dx = -(g - mean g)/mfp by modes; g is odd under
    (x, mu) -> (-x, -mu) about the grain centre; unit drop per grain."""
    m, w = half_range_nodes(n)
    mu = np.concatenate([m, -m])
    weights = np.concatenate([w, w])
    relax = np.eye(2*n) - np.ones((2*n, 1))*weights[None, :]/2
    rates, modes = np.linalg.eig(-relax/(mfp*mu)[:, None])
    growing = np.argsort(rates.real)[::-1][:n - 1]
    kap, vec = rates.real[growing], modes.real[:, growing]
    assert kap.min() > 0.99/mfp          # the uniform-current pair is excluded
    at_plane = np.column_stack([-grain/2 + mfp*mu,
                                vec - np.roll(vec, n, axis=0)
                                * np.exp(-kap*grain)])
    trans = m**2/(m**2 + q)
    refl = 1 - trans
    system = at_plane[n:] - (refl - trans)[:, None]*at_plane[:n]
    coeff = np.linalg.solve(system, -trans)
    return 1/(coeff[0]*grain)


# Inputs
mfp, grain, R = 5.0, 20.0, 0.3           # nm, nm, dimensionless
odds = R/(1 - R)
alpha = mfp/grain*odds
S = conductivity_ratio(alpha)
ratio = 1/S

# Tests of the formula and of the statement
for a in (0.05, alpha, 0.5, 2.0):
    assert abs(boltzmann_ratio(a) - conductivity_ratio(a)) < 1e-6
    direct = 3*quad(lambda u: u**3/(u + a), 0, 1)[0]
    assert abs(direct - conductivity_ratio(a)) < 1e-9
assert round(100*(ratio - 1)) == 16

# Thin-barrier law: odds fall as the inverse square of the normal wavevector
for k in (0.3, 0.7, 1.0):
    assert abs(thin_barrier_odds(0.65, k)/(0.65/k)**2 - 1) < 2e-3

# Factor two between customary R and literal reflection probability
chain = chain_ratio(mfp, grain, R)
chain_law = 1 + 2*mfp/grain*odds
assert abs(chain - chain_law) < 1e-3     # finite slab thickness
q_small = 1e-3
slope = (planar_ratio(mfp, grain, q_small, 80) - 1)*grain/(mfp*q_small)
assert abs(slope - 3) < 0.09             # next order is about q ln(1/q)
assert abs(planar_ratio(mfp, grain, 0.0) - 1) < 1e-8
r_equiv = odds/(2 + odds)
q_equiv = r_equiv/(1 - r_equiv)
planar_equiv = planar_ratio(mfp, grain, q_equiv)
planar_literal = planar_ratio(mfp, grain, odds)
assert abs(planar_literal - planar_ratio(mfp, grain, odds, 80)) < 1e-3
literal = 1/conductivity_ratio(2*alpha)

# Degenerate tin-doped indium oxide, rough typical values
density_cm3, mass_ratio, eps_r = 5e20, 0.3, 9.0
thickness, temperature, trap_cm2 = 100.0, 300.0, 1e13
n_e = density_cm3*1e6
e, hbar = const.e, const.hbar
kF = (3*np.pi**2*n_e)**(1/3)
EF = (hbar*kF)**2/(2*mass_ratio*const.m_e)/e
mob0 = e*mfp*1e-9/(hbar*kF)
rho0 = 1/(n_e*e*mob0)
kT = const.k*temperature/e

# Neglected effects
def thermal_weight(E):
    return 1/(4*kT*np.cosh((E - EF)/(2*kT))**2)

lo, hi = EF - 15*kT, EF + 15*kT
num = quad(lambda E: E*conductivity_ratio(alpha*EF/E)*thermal_weight(E),
           lo, hi, points=[EF])[0]
den = quad(lambda E: E*thermal_weight(E), lo, hi, points=[EF])[0]
thermal_shift = 100*(den/num - ratio)
assert abs(thermal_shift) < 0.2
kk = thickness/mfp
surf = 1 - 1.5/kk*quad(lambda u: (u - u**3)*(1 - np.exp(-kk/u)), 0, 1)[0]
surface_rise = 100*(1/surf - 1)
assert abs((1 - surf)*8*kk/3 - 1) < 1e-3
eps = eps_r*const.epsilon_0
states = 1.5*n_e/(EF*e)                  # per joule and cubic metre
screen = np.sqrt(eps/(e*e*states))
barrier = e*trap_cm2*1e4*screen/(2*eps)
assert barrier < 0.2*EF

print(f"mean free path = {mfp:.1f} nm; grain size = {grain:.1f} nm")
print(f"customary reflection R = {R:.2f}; R/(1-R) = {odds:.5f}")
print(f"alpha = {alpha:.6f}; ln(1+1/alpha) = {np.log(1+1/alpha):.5f}")
print(f"term -3 alpha/2 = {-1.5*alpha:.6f}")
print(f"term 3 alpha^2 = {3*alpha**2:.6f}")
print(f"term -3 alpha^3 ln = {-3*alpha**3*np.log(1+1/alpha):.6f}")
print(f"rho0/rho closed form = {S:.6f}")
print(f"rho0/rho kinetic equation = {boltzmann_ratio(alpha):.6f}")
print(f"rho/rho0 = {ratio:.5f}; rise = {100*(ratio-1):.2f} percent")
print(f"linear estimate of rise = {150*alpha:.2f} percent")
for D in (10.0, 40.0):
    rise = 100*(1/conductivity_ratio(mfp/D*odds) - 1)
    print(f"rise for grain size {D:.0f} nm = {rise:.2f} percent")
print(f"literal r equivalent to customary R = {r_equiv:.4f}")
print(f"rise if r = {R:.1f} literally, alpha doubled = "
      f"{100*(literal-1):.1f} percent")
print(f"1D chain, r = {R:.1f}: rho/rho0 = {chain:.4f}, law {chain_law:.4f}")
print(f"planar transport weak-reflection slope = {slope:.3f} (law: 3)")
print(f"planar transport rise, equivalent r = "
      f"{100*(planar_equiv-1):.1f} percent")
print(f"planar transport rise, literal r = {R:.1f}: "
      f"{100*(planar_literal-1):.1f} percent")
print(f"electron density = {density_cm3:.1e} cm^-3; mass = {mass_ratio} m_e")
print(f"Fermi wavevector = {kF*1e-9:.3f} nm^-1; Fermi energy = {EF:.3f} eV")
print(f"intragrain mobility = {mob0*1e4:.1f} cm2/Vs")
print(f"film mobility = {mob0*1e4/ratio:.1f} cm2/Vs")
print(f"intragrain resistivity = {rho0*100:.3e} ohm cm")
print(f"film resistivity = {rho0*100*ratio:.3e} ohm cm")
print(f"temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"thermal change of the rise = {thermal_shift:.3f} percentage points")
print(f"film thickness = {thickness:.0f} nm; diffuse-surface rise = "
      f"{surface_rise:.2f} percent")
print(f"relative permittivity = {eps_r:.1f}; boundary charge = "
      f"{trap_cm2:.1e} cm^-2")
print(f"screening length = {screen*1e9:.2f} nm; barrier = {barrier:.3f} eV")
print(f"barrier/Fermi energy = {barrier/EF:.3f}")
print(f"kF*lambda = {kF*mfp*1e-9:.1f}; 1/(kF*lambda)^2 = "
      f"{100/(kF*mfp*1e-9)**2:.2f} percent")
print("every check passed")
```

It prints:

```
mean free path = 5.0 nm; grain size = 20.0 nm
customary reflection R = 0.30; R/(1-R) = 0.42857
alpha = 0.107143; ln(1+1/alpha) = 2.33537
term -3 alpha/2 = -0.160714
term 3 alpha^2 = 0.034439
term -3 alpha^3 ln = -0.008617
rho0/rho closed form = 0.865107
rho0/rho kinetic equation = 0.865107
rho/rho0 = 1.15593; rise = 15.59 percent
linear estimate of rise = 16.07 percent
rise for grain size 10 nm = 30.70 percent
rise for grain size 40 nm = 7.89 percent
literal r equivalent to customary R = 0.1765
rise if r = 0.3 literally, alpha doubled = 30.7 percent
1D chain, r = 0.3: rho/rho0 = 1.2142, law 1.2143
planar transport weak-reflection slope = 2.991 (law: 3)
planar transport rise, equivalent r = 15.0 percent
planar transport rise, literal r = 0.3: 29.6 percent
electron density = 5.0e+20 cm^-3; mass = 0.3 m_e
Fermi wavevector = 2.455 nm^-1; Fermi energy = 0.766 eV
intragrain mobility = 30.9 cm2/Vs
film mobility = 26.8 cm2/Vs
intragrain resistivity = 4.035e-04 ohm cm
film resistivity = 4.664e-04 ohm cm
temperature = 300 K; kT = 0.0259 eV
thermal change of the rise = -0.008 percentage points
film thickness = 100 nm; diffuse-surface rise = 1.91 percent
relative permittivity = 9.0; boundary charge = 1.0e+13 cm^-2
screening length = 0.71 nm; barrier = 0.072 eV
barrier/Fermi energy = 0.094
kF*lambda = 12.3; 1/(kF*lambda)^2 = 0.66 percent
every check passed
```
